# Why two end contacts quarter a gate finger's low-frequency series resistance: a numerical check

```python
# Result under test: a uniform resistive gate finger has low-frequency series
# resistance R/3 when fed at one end and R/12 when fed equally at both ends.
# R: end-to-end gate resistance; C: total gate-channel capacitance;
# omega: angular frequency; u = omega*R*C; time convention exp(+j*omega*t).
# The network solver uses only Kirchhoff's current law on small cells.
import numpy as np
from scipy.constants import epsilon_0, mu_0, pi
from scipy.optimize import brentq

CELLS = 400


def solve_line(resistance, shunt_admittance, contacts, contact_resistance=0.0):
    """Unit-voltage drive at cell boundaries; return impedance and voltages."""
    link = resistance / CELLS
    cell_admittance = shunt_admittance / CELLS
    matrix = np.eye(CELLS, dtype=complex) * cell_admittance
    source = np.zeros(CELLS, dtype=complex)
    for boundary in range(CELLS + 1):
        if boundary in contacts:
            conductance = 1 / (link / 2 + contact_resistance)
            for cell in (boundary - 1, boundary):
                if 0 <= cell < CELLS:
                    matrix[cell, cell] += conductance
                    source[cell] += conductance
        elif 0 < boundary < CELLS:
            left, right = boundary - 1, boundary
            matrix[left, left] += 1 / link
            matrix[right, right] += 1 / link
            matrix[left, right] -= 1 / link
            matrix[right, left] -= 1 / link
    voltage = np.linalg.solve(matrix, source)
    return 1 / (cell_admittance * voltage.sum()), voltage


def line_formula(resistance, u):
    x = np.sqrt(1j * u)
    return resistance / (x * np.tanh(x))


def close(value, expected, relative):
    return abs(value - expected) <= relative * abs(expected)


ONE = (0,)
BOTH = (0, CELLS)
CENTRE = (CELLS // 2,)

# Rough typical inputs for a silicided-polysilicon RF MOS finger, SI units.
length = 0.1e-6
width = 5e-6
sheet_resistance = 10.0
oxide_thickness = 2e-9
oxide_permittivity = 3.9 * epsilon_0
frequency = 5e9
gate_voltage = 1.0
overdrive = 0.5
mobility = 200e-4
contact_resistance = 10.0
interface_resistivity = 1e-7 * 1e-4
leakage_density = 0.1 * 1e4
leakage_slope_voltage = 0.2
extra_oxide = 0.7e-9
inductance_per_length = 1e-6
silicide_thickness = 30e-9
temperature_coefficient = 0.003

R = sheet_resistance * width / length
area = width * length
C = oxide_permittivity * area / oxide_thickness
omega = 2 * pi * frequency
u_example = omega * R * C

# Low-frequency resistance, current profiles and dissipated power.
u_low = 0.01
omega_low = u_low / (R * C)
Z_one, V_one = solve_line(R, 1j * omega_low * C, ONE)
Z_both, V_both = solve_line(R, 1j * omega_low * C, BOTH)
Z_centre, _ = solve_line(R, 1j * omega_low * C, CENTRE)
assert close(Z_one.real, R / 3, 1e-4)
assert close(Z_both.real, R / 12, 1e-4)
assert close(Z_centre.real, R / 12, 1e-4)
assert close(Z_one.real / Z_both.real, 4, 1e-4)

position = np.arange(1, CELLS) / CELLS
profile_one = -np.diff(V_one) / (R / CELLS) * Z_one
profile_both = -np.diff(V_both) / (R / CELLS) * Z_both
assert np.max(abs(profile_one - (1 - position))) < 2e-3
assert np.max(abs(profile_both - (0.5 - position))) < 2e-3
assert abs(profile_both[CELLS // 2 - 1]) < 1e-6
power_one = R / CELLS * (np.sum(abs(profile_one)**2) + 0.5)
power_both = R / CELLS * (np.sum(abs(profile_both)**2) + 0.25)
assert close(power_one, R / 3, 1e-4)
assert close(power_both, R / 12, 1e-4)

# Half a finger fed at one end, and a contact one quarter of the way along.
Z_half, _ = solve_line(R / 2, 1j * omega_low * C / 2, ONE)
assert close(Z_half.real, R / 6, 1e-4)
fraction = 0.25
Z_quarter, _ = solve_line(R, 1j * omega_low * C, (CELLS // 4,))
quarter_formula = R * (fraction**3 + (1 - fraction)**3) / 3
assert close(Z_quarter.real, quarter_formula, 1e-4)

# Delay of the mean and of the most distant gate voltage.
lag_mean_one = -np.angle(V_one.mean()) / omega_low
lag_mean_both = -np.angle(V_both.mean()) / omega_low
lag_far_one = -np.angle(V_one[-1]) / omega_low
lag_far_both = -np.angle(V_both[CELLS // 2]) / omega_low
assert close(lag_mean_one, R * C / 3, 1e-3)
assert close(lag_mean_both, R * C / 12, 1e-3)
assert close(lag_far_one, R * C / 2, 1e-3)
assert close(lag_far_both, R * C / 8, 1e-3)

# Full frequency dependence; cell-size error grows with frequency.
for u_test in (0.3, 3.0, 30.0):
    admittance = 1j * u_test / R
    numerical_one, _ = solve_line(R, admittance, ONE)
    numerical_both, _ = solve_line(R, admittance, BOTH)
    assert close(numerical_one.real, line_formula(R, u_test).real, 5e-4)
    assert close(numerical_one.imag, line_formula(R, u_test).imag, 5e-4)
    assert close(numerical_both.real, line_formula(R / 4, u_test / 4).real, 5e-4)
    assert close(numerical_both.imag, line_formula(R / 4, u_test / 4).imag, 5e-4)

u_correction = 0.5
Z_correction, _ = solve_line(R, 1j * u_correction / R, ONE)
assert close(1 - Z_correction.real / (R / 3), 2 * u_correction**2 / 315, 0.02)
u_high = 1000.0
Z_high_one, _ = solve_line(R, 1j * u_high / R, ONE)
Z_high_both, _ = solve_line(R, 1j * u_high / R, BOTH)
high_ratio = Z_high_one.real / Z_high_both.real
assert close(high_ratio, 2, 0.01)


def resistance_ratio(u):
    return line_formula(R, u).real / line_formula(R / 4, u / 4).real


u_one_percent = brentq(lambda u: resistance_ratio(u) - 3.96, 0.1, 10)
frequency_one_percent = u_one_percent / (2 * pi * R * C)

# Additional resistances: each gate cell contains a distributed channel
# grounded at source and drain, an interface resistance and oxide leakage.
R_channel = length / (width * mobility * (C / area) * overdrive)
R_interface = interface_resistivity / area
G_leak = leakage_density * area / leakage_slope_voltage
omega_leak = np.sqrt(G_leak / (R / 12) - G_leak**2) / C


def leakage_resistance(angular_frequency):
    return G_leak / (G_leak**2 + (angular_frequency * C)**2)


totals = {}
for test_omega in (omega_leak, omega):
    oxide_admittance = G_leak + 1j * test_omega * C
    Z_channel, _ = solve_line(R_channel, oxide_admittance, BOTH)
    gate_shunt = 1 / (R_interface + Z_channel)
    common = R_channel / 12 + R_interface + leakage_resistance(test_omega)
    full_one, _ = solve_line(R, gate_shunt, ONE, contact_resistance)
    full_both, _ = solve_line(R, gate_shunt, BOTH, contact_resistance)
    assert close(full_one.real, R / 3 + contact_resistance + common, 1e-3)
    assert close(full_both.real, R / 12 + contact_resistance / 2 + common, 1e-3)
    totals[test_omega] = (full_one.real, full_both.real)
total_one, total_both = totals[omega]
assert total_one / total_both < 4

C_thicker = oxide_permittivity * area / (oxide_thickness + extra_oxide)
skin_depth = np.sqrt(2 * sheet_resistance * silicide_thickness / (omega * mu_0))
hot_factor = 1 + temperature_coefficient * (400 - 300)

Z_example_one, _ = solve_line(R, 1j * omega * C, ONE)
Z_example_both, _ = solve_line(R, 1j * omega * C, BOTH)

print(f"Input gate length: {length*1e6:.2f} um; finger width: {width*1e6:.1f} um")
print(f"Input sheet resistance: {sheet_resistance:.1f} ohm/square")
print(f"Input oxide thickness: {oxide_thickness*1e9:.1f} nm; relative permittivity 3.9")
print(f"Input frequency: {frequency/1e9:.1f} GHz")
print(f"Number of squares: {width/length:.1f}")
print(f"End-to-end gate resistance R: {R:.1f} ohm")
print(f"Gate capacitance C: {C*1e15:.3f} fF")
print(f"RC: {R*C*1e12:.3f} ps; omega*R*C: {u_example:.4f}")
print(f"Low-frequency network, one end: {Z_one.real:.3f} ohm")
print(f"Low-frequency network, both ends: {Z_both.real:.3f} ohm")
print(f"Low-frequency network, central contact: {Z_centre.real:.3f} ohm")
print(f"Low-frequency network, half finger: {Z_half.real:.3f} ohm")
print(f"Low-frequency network, quarter-point contact: {Z_quarter.real:.3f} ohm")
print(f"Low-frequency ratio: {Z_one.real/Z_both.real:.4f}")
print(f"At example frequency, one end: {Z_example_one.real:.3f} ohm")
print(f"At example frequency, both ends: {Z_example_both.real:.3f} ohm")
print(f"Mean-voltage lag, one end: {lag_mean_one*1e12:.3f} ps")
print(f"Mean-voltage lag, both ends: {lag_mean_both*1e12:.3f} ps")
print(f"Largest local lag, one end: {lag_far_one*1e12:.3f} ps")
print(f"Largest local lag, both ends: {lag_far_both*1e12:.3f} ps")
print(f"Ratio 3.96 reached at omega*R*C: {u_one_percent:.3f}")
print(f"Ratio 3.96 reached at frequency: {frequency_one_percent/1e9:.1f} GHz")
print(f"Network ratio at omega*R*C = {u_high:.0f}: {high_ratio:.3f}")
print(f"Input contact resistance, each: {contact_resistance:.1f} ohm")
print(f"Input interface resistivity: {interface_resistivity*1e4:.1e} ohm cm2")
print(f"Interface resistance: {R_interface:.2f} ohm")
print(f"Input mobility: {mobility*1e4:.0f} cm2/Vs; overdrive: {overdrive:.2f} V")
print(f"Source-drain channel resistance: {R_channel:.2f} ohm")
print(f"Channel contribution R_ch/12: {R_channel/12:.2f} ohm")
print(f"Input leakage density: {leakage_density/1e4:.2f} A/cm2")
print(f"Input leakage slope voltage: {leakage_slope_voltage:.2f} V")
print(f"Leakage conductance: {G_leak*1e9:.2f} nS")
print(f"Leakage contribution at example frequency: {leakage_resistance(omega):.4f} ohm")
print(f"Leakage contribution equals R/12 at: {omega_leak/(2*pi*1e6):.1f} MHz")
print(f"Total input resistance, one end: {total_one:.2f} ohm")
print(f"Total input resistance, both ends: {total_both:.2f} ohm")
print(f"Ratio of total input resistances: {total_one/total_both:.3f}")
print(f"Oxide field estimate at {gate_voltage:.1f} V: "
      f"{gate_voltage/oxide_thickness/1e8:.1f} MV/cm")
print(f"Input added electrical oxide thickness: {extra_oxide*1e9:.1f} nm")
print(f"Capacitance with added thickness: {C_thicker*1e15:.3f} fF")
print(f"Input line inductance: {inductance_per_length*1e6:.1f} pH/um")
print(f"Inductive reactance of finger: {omega*inductance_per_length*width:.3f} ohm")
print(f"Input silicide thickness: {silicide_thickness*1e9:.0f} nm")
print(f"Silicide skin depth: {skin_depth*1e6:.2f} um")
print(f"Input resistance temperature coefficient: {temperature_coefficient:.4f} 1/K")
print(f"R/3 at 400 K: {hot_factor*R/3:.1f} ohm; R/12: {hot_factor*R/12:.1f} ohm")
print("finished without a failed check")
```

It prints:

```
Input gate length: 0.10 um; finger width: 5.0 um
Input sheet resistance: 10.0 ohm/square
Input oxide thickness: 2.0 nm; relative permittivity 3.9
Input frequency: 5.0 GHz
Number of squares: 50.0
End-to-end gate resistance R: 500.0 ohm
Gate capacitance C: 8.633 fF
RC: 4.316 ps; omega*R*C: 0.1356
Low-frequency network, one end: 166.667 ohm
Low-frequency network, both ends: 41.667 ohm
Low-frequency network, central contact: 41.667 ohm
Low-frequency network, half finger: 83.334 ohm
Low-frequency network, quarter-point contact: 72.917 ohm
Low-frequency ratio: 4.0000
At example frequency, one end: 166.648 ohm
At example frequency, both ends: 41.667 ohm
Mean-voltage lag, one end: 1.439 ps
Mean-voltage lag, both ends: 0.360 ps
Largest local lag, one end: 2.158 ps
Largest local lag, both ends: 0.540 ps
Ratio 3.96 reached at omega*R*C: 1.308
Ratio 3.96 reached at frequency: 48.2 GHz
Network ratio at omega*R*C = 1000: 2.000
Input contact resistance, each: 10.0 ohm
Input interface resistivity: 1.0e-07 ohm cm2
Interface resistance: 20.00 ohm
Input mobility: 200 cm2/Vs; overdrive: 0.50 V
Source-drain channel resistance: 115.84 ohm
Channel contribution R_ch/12: 9.65 ohm
Input leakage density: 0.10 A/cm2
Input leakage slope voltage: 0.20 V
Leakage conductance: 2.50 nS
Leakage contribution at example frequency: 0.0340 ohm
Leakage contribution equals R/12 at: 142.8 MHz
Total input resistance, one end: 206.32 ohm
Total input resistance, both ends: 76.35 ohm
Ratio of total input resistances: 2.702
Oxide field estimate at 1.0 V: 5.0 MV/cm
Input added electrical oxide thickness: 0.7 nm
Capacitance with added thickness: 6.395 fF
Input line inductance: 1.0 pH/um
Inductive reactance of finger: 0.157 ohm
Input silicide thickness: 30 nm
Silicide skin depth: 3.90 um
Input resistance temperature coefficient: 0.0030 1/K
R/3 at 400 K: 216.7 ohm; R/12: 54.2 ohm
finished without a failed check
```
